\section*{Why Two Hafnia Switching Paths Respond Oppositely to One Field}

\section{Same crystal, different journeys}

\textbf{Q.} I am shown two switching paths for ferroelectric hafnia. Both start from the same crystal and end in the same crystal, yet one field is said to help the first and hinder the second. How can the endpoints be the same if the responses differ?

\textbf{A.} They are the same as periodic arrangements of ions, but individual oxygens end on different sites. Take a cell with edges $a,b$ and polar axis $c$ along $+z$, volume $\Omega=abc$, and hold the Hf lattice fixed. The polar oxygens stand in columns, crossed by Hf planes a distance $h=c/2$ apart. Let $s$ be an oxygen's height above the midpoint between two planes. I neglect sideways motion, strain and the motion of the other ions, so a column holds oxygens at $s+mh$ for all integers $m$.

State A has $s=\delta$, and state B has $s=-\delta$. There are two ways to go:
\begin{align}
\text{N (between planes):}&\quad \delta\to-\delta, &\Delta s_N&=-2\delta,\\
\text{T (through a plane):}&\quad \delta\to h-\delta, &\Delta s_T&=h-2\delta .
\end{align}
The final sets $\{-\delta+mh\}$ and $\{h-\delta+mh\}$ coincide, because raising $m$ by one turns the first into the second. The oxygens went down on N and up on T.

\textbf{Q.} But polarization is a property of the state. Should its change not depend on the endpoints alone?

\textbf{A.} In a periodic crystal the endpoints fix it only up to discrete steps. What a circuit records is the integrated current, and that needs a path. With $e>0$ and Born charge $Z^*$ in units of $e$, the four polar oxygens of a cell give
\begin{equation}
\Delta P=\frac{4e}{\Omega}\int_{\rm path}Z^*(s)\,ds .
\label{eq:current}
\end{equation}
Try rigid ions first, $Z^*=-2$:
\begin{align}
\Delta P_N&=\frac{4e}{\Omega}(-2)(-2\delta)=\frac{16e\delta}{\Omega},\\
\Delta P_T&=\frac{4e}{\Omega}(-2)(h-2\delta)=\frac{16e\delta}{\Omega}-\frac{8eh}{\Omega}.
\end{align}
Since $8h=4c$, the difference is $\Delta P_T-\Delta P_N=-4ec/\Omega$. The elementary quantum along $z$ is $ec/\Omega=e/(ab)$, so this geometry gives four quanta, not one.

\section{Why the difference is an integer}

\textbf{Q.} Real Born charges are not $-2$ and vary along the path. Why should the integer survive?

\textbf{A.} Because the electrons must also return to an equivalent arrangement, provided the crystal stays insulating. Describe a column by one oxygen and one metal orbital per length $h$, with one electron pair per oxygen and a fixed metal core of charge $+2e$. The remaining oxygen electrons and the nucleus form a neutral core. In cell $n$, orbital $\alpha$ sits at $nh+\tau_\alpha$. If the occupied Bloch vector is $v_\alpha(k)$, normalized and in a smooth periodic gauge, its Wannier function has amplitudes
\begin{equation}
W_{n\alpha}=\frac{h}{2\pi}\int_0^{2\pi/h}\!dk\,e^{iknh}v_\alpha(k).
\end{equation}
Write $nh\,e^{iknh}=-i\partial_k e^{iknh}$ and integrate by parts. The boundary term vanishes by periodicity, so $nhW_{n\alpha}$ has the same form with $v_\alpha$ replaced by $i\partial_kv_\alpha$. Parseval's theorem then gives the pair's centre:
\begin{equation}
w=\sum_{n\alpha}(nh+\tau_\alpha)|W_{n\alpha}|^2
=\frac{h}{2\pi}\int_0^{2\pi/h}\!dk\Big[i v^\dagger\partial_kv+\sum_\alpha\tau_\alpha|v_\alpha|^2\Big].
\end{equation}
On a mesh of spacing $\Delta k$, define links
\begin{equation}
L_j=\sum_\alpha v_\alpha^*(k_j)e^{-i\Delta k\tau_\alpha}v_\alpha(k_{j+1})
\simeq1-i\Delta k\Big[iv^\dagger\partial_kv+\sum_\alpha\tau_\alpha|v_\alpha|^2\Big].
\end{equation}
Multiplying them adds their phases, so in the limit $\Delta k\to0$
\begin{equation}
w=-\frac{h}{2\pi}\arg\prod_jL_j \pmod h .
\end{equation}
Arbitrary phases of $v(k_j)$ cancel between neighbouring links.

Now move the oxygens by $h$. The Hamiltonian is the old one with oxygen cells renumbered: $\tau_O\to\tau_O+h$ and $v_O(k)\to e^{ikh}v_O(k)$. The oxygen term in each link acquires
\begin{equation}
e^{-ik_jh}\,e^{i(k_j+\Delta k)h}\,e^{-i\Delta kh}=1 .
\end{equation}
The product is unchanged. Following $w$ continuously therefore gives $w(s+h)=w(s)+mh$, with $m$ an integer.

\textbf{Q.} That gives an integer. Why is it $m=1$?

\textbf{A.} Let the metal level lie $D>0$ above the oxygen level, and let $f(k)$ be the hopping between them. The energies are $\pm\sqrt{D^2/4+|f|^2}$, so the gap is at least $D$. With hopping switched off, the pair sits on its oxygen, $w=s$ and $m=1$. Switching hopping on keeps the gap open, so $w$ changes continuously and $m$ cannot jump. The dipole per polar oxygen is $p=-2ew+\text{constant}$, hence
\begin{equation}
\Delta p_T-\Delta p_N=-2eh,\qquad
\Delta P_T-\Delta P_N=\frac{4(-2eh)}{\Omega}=-\frac{4e}{ab}.
\label{eq:difference}
\end{equation}
Since $eZ^*=dp/ds$, the average of $Z^*$ over one period is $-2$, whatever its local values.

For a full crystal with filled spin-paired bands, the same closure argument applies to the sum of all Wannier centres, which returns modulo $c$; continuity makes the integer the same at every transverse wavevector. The summed displacement of each nuclear species is also a multiple of $c$, because its sites return as a set. Thus two gapped, neutral paths obey $\Delta P_T-\Delta P_N=nec/\Omega$ in general. In hafnia each centre carries $-2e$ and both nuclear charges, 72 and 8, are even, so $n$ is even. The value $n=-4$ needs the further fact that each oxygen keeps its closed shell.

\section{Signs and numbers}

\textbf{Q.} Are opposite signs then guaranteed?

\textbf{A.} Not by the integer alone. Equation (\ref{eq:difference}) gives opposite signs if and only if
\begin{equation}
0<\Delta P_N<\frac{4e}{ab}.
\end{equation}
Below this window both changes are negative; above it both are positive. If $0<\delta<h/2$ and $Z^*$ stays negative along both paths, Eq.~(\ref{eq:current}) gives $\Delta P_N>0$ and $\Delta P_T<0$, so the signs are opposite. For such $\delta$, and with $s$ the only quantity that changes along the path, leaving the window needs $Z^*$ to change sign somewhere, which the first example below does not show.

For an example I choose rough hafnia-like dimensions: $a=0.52$ nm, $b=c=0.50$ nm and $\delta=0.05$ nm. The level offset is $D=5.5$ eV, and the hopping at separation $r$ is $1.2\exp[-(r-0.22)/0.05]$ eV with $r$ in nm. The lateral metal--oxygen distance is 0.18 nm. The Berry phase gives $\Delta p_N=0.2219$ and $\Delta p_T=-0.2781$ $e\,$nm. Since $1\,e/\mathrm{nm}^2=16.02\ \mu\mathrm{C/cm^2}$,
\begin{align}
\Delta P_N&=\frac{4(0.2219)}{0.130}(16.02)\simeq109\ \mu\mathrm{C/cm^2},\\
\Delta P_T&=\frac{4(-0.2781)}{0.130}(16.02)\simeq-137\ \mu\mathrm{C/cm^2}.
\end{align}
They differ by four quanta of $61.6\ \mu\mathrm{C/cm^2}$. The Born charge is $-2.07$ at A, $-2.31$ at the midpoint and $-1.74$ at the metal plane, so the integer does not rely on rigid ions. As an independent test, dipole changes per cell were found from finite open chains, subtracting a 24-cell result from a 36-cell one to remove the ends. They agree with the Berry-phase values to the five decimals in the numerical output.

Adding one more downward period to N reaches B again, with $\Delta P\simeq356\ \mu\mathrm{C/cm^2}$. Its sign is that of N: going through a plane does not by itself reverse the sign; the direction of travel matters.

\textbf{Q.} Can an insulating path with the same oxygen motion break your rule of four?

\textbf{A.} Yes, if the electron pair does not stay with its oxygen. I made an artificial version of N in which the level offset varies as $D\cos(2\pi x)$, where $x$ runs from 0 to 1. Near the midpoint the metal level is lower and holds the pair. When the order is restored, the oxygen above the metal is nearer than the one that brought the pair, and the pair goes there. The gap stays above 1.3 eV, yet the polarization change is $-137\ \mu\mathrm{C/cm^2}$, equal to that of T. The difference is still an integer, but now zero. Equation~(\ref{eq:current}) does not apply to this path, because the level offset changes together with $s$: the Born charge at fixed offset changes sign along the way, and its integral over $s$ is about $+0.09$ $e\,$nm while the dipole change is $-0.278$ $e\,$nm.

\section{What the field does}

\textbf{Q.} Where does the opposite response enter mechanically?

\textbf{A.} At A there is one force, not two. For $E=+2$ MV/cm $=0.2$ V/nm it is $Z^*eE=-0.414$ eV/nm per oxygen, pointing down. N starts along this force and T against it.

At fixed field the source does work $\Omega E\Delta P$ per cell. The endpoints have equal zero-field energy, so to first order in $E$ the enthalpy changes by $-\Omega E\Delta P$:
\begin{align}
\Delta H_N&=-0.2\times4\times0.2219=-0.178\ \mathrm{eV},\\
\Delta H_T&=-0.2\times4\times(-0.2781)=+0.222\ \mathrm{eV}.
\end{align}
Reversing the field reverses both signs.

\textbf{Q.} Does a reversed field then make my crystal take path T?

\textbf{A.} Not necessarily; barriers decide that. Per oxygen, write $H(s)=U(s)-Ep(s)$. At a stationary point $\partial H/\partial s=0$, so its first-order energy shift is $-Ep$. Mirror symmetry about the midpoint or the metal plane puts half the dipole change before each saddle. The barrier therefore shifts by $-E\Delta p/2$: $-0.022$ eV for N and $+0.028$ eV for T at positive field.

To see whether this changes the preferred path, I choose
\begin{equation}
U(s)=0.20\,[\cos(2\pi s/h)-\cos(2\pi\delta/h)]^2\ \mathrm{eV}.
\end{equation}
This is a model energy, not a computed hafnia barrier. With all oxygens moving together, its barriers in eV per oxygen are:
\begin{center}
\begin{tabular}{lccc}
Path & $E=0$ & $+2$ MV/cm & $-2$ MV/cm\\
N & 0.095 & 0.074 & 0.119\\
T & 0.343 & 0.371 & 0.315
\end{tabular}
\end{center}
At $-2$ MV/cm T is downhill overall, yet its barrier remains higher than that of N; in this model the order reverses only between $-9$ and $-10$ MV/cm. A favourable field sign is not a guarantee of access.

\textbf{Q.} If I go out by T and return by N, the crystal is restored but the enthalpy is not. Have you built a perpetual-motion machine?

\textbf{A.} No, the source pays. At $+2$ MV/cm the loop costs $0.222+0.178=0.400$ eV per cell; at the opposite field the source supplies that amount. The loop moves two O$^{2-}$ ions upward through each $ab$ cross-section, which is ionic conduction. The bulk returns to itself, but the surfaces do not: one electrode must supply oxygen and the other accept it, or ions accumulate there.

\section{Beside a real capacitor}

\textbf{Q.} Which of these numbers would you trust for my film?

\textbf{A.} The cell edges and field are typical in rough terms. Half of $\Delta P_N$ is about $55\ \mu\mathrm{C/cm^2}$, well above the very roughly $20\ \mu\mathrm{C/cm^2}$ remanent polarization common in polycrystalline films, where grains are not all aligned or polar. Changing the lateral distance from 0.18 to 0.15 nm, with the other inputs fixed, raises $\Delta P_N$ to $122\ \mu\mathrm{C/cm^2}$ but leaves the four quanta intact.

In a device the film's field need not stay fixed as the polarization changes. Put a non-switching layer of thickness $t_i$ in series with a film of thickness $t_f$. At short circuit $E_ft_f+E_it_i=0$, and without free charge at their interface $\epsilon_0\epsilon_fE_f+P=\epsilon_0\epsilon_iE_i$. Eliminating $E_i$ gives
\begin{equation}
E_f=-\frac{Pt_i}{\epsilon_0(\epsilon_it_f+\epsilon_ft_i)} .
\end{equation}
Here $P$ is the signed polarization itself, not a change, and how the columns end at the interface fixes its branch. I first take $P=0$ at $s=0$, which holds when one of the cell's two polar columns ends on a metal and the other on an oxygen. For 10 nm of film, a 0.5 nm layer, both permittivities 30 and $P=\Delta P_N/2$, the size of $E_f$ is 0.98 MV/cm. If the voltage alone supplies 2 MV/cm, the film field falls from about 3 to 1 MV/cm along N. Its sign survives, but its size does not stay fixed. For T, let the voltage supply $-2$ MV/cm, the sign that favours it. If no charge crosses the layer, $P$ goes from $-55$ to $-55-137=-192\ \mu\mathrm{C/cm^2}$, and the film field goes from about $-1.0$ to $+1.4$ MV/cm, so it ends up opposing the path. Both conclusions belong to this termination. If both polar columns end on a metal at the top face, the film is still neutral, but $P$ is higher by $4eh/\Omega$, two quanta, and A has $P\simeq+69\ \mu\mathrm{C/cm^2}$. The film field then goes from about $+0.8$ to $-1.2$ MV/cm along N, and from about $-3.2$ to $-0.8$ MV/cm along T. End dipoles of the finite columns shift such fields by up to about 0.1 MV/cm.

The layer bears much more. Since $E_i=-E_ft_f/t_i$ at short circuit, $P=\Delta P_N/2$ alone puts about 20 MV/cm across it. That is about 1 V across 0.5 nm. It is well above a rough thick-film breakdown field of 5 MV/cm, a figure that is only a guide for so thin a layer, and charge can cross the layer even on N wherever the interface offers states to hold it. The film fields above therefore describe an ideal, perfectly blocking layer.

Other omissions are smaller for the polarization. Linear dielectric response adds about $5\ \mu\mathrm{C/cm^2}$, equally at both mirror-related endpoints at fixed field, so it cancels from their difference. At 358 K the model's harmonic thermal oxygen displacement is 0.012 nm, against $\delta=0.05$ nm. A Boltzmann average over the whole well at A gives 0.014 nm and moves the mean height to 0.047 nm, which lowers half of $\Delta P_N$ from about 55 to about $51\ \mu\mathrm{C/cm^2}$. These figures assume the oxygen stays in its well. The model's N barrier is only about $3k_BT$ per oxygen, so an oxygen moving alone would hop between $\pm\delta$ within a few to a few tens of picoseconds, depending on its damping; the coupling between oxygens that holds a polar state is not in the model. For a gap $E_g=5.5$ eV and a rough tunnelling mass $m_t$ of 0.2 electron masses, taken as the band mass of electrons and holes alike, ideal interband tunnelling is suppressed by $\exp[-\pi\sqrt{m_t}\,E_g^{3/2}/(2\sqrt2\,\hbar eE)]$, whose exponent is roughly 120 in size at 2 MV/cm. It is negligible at the film's fields of a few MV/cm. The formula also needs a length $E_g/eE$, which is 27.5 nm at 2 MV/cm, more than the film offers. It does not apply to the layer, where that length is 2.8 nm against 0.5 nm. There the relevant process is direct tunnelling across the layer, with exponent $2t_i\sqrt{2m_t\phi}/\hbar$, only about 2 to 4 for assumed flat barriers $\phi$ of 1 to 3 eV; a 1 V tilt widens this to about 1.5 to 4.3. This exponent applies only if a state waits behind the layer. With the same band edge in layer and film, at B on N that edge lies about $\phi-1.1$ eV above the top electrode's Fermi level, so an ideal film accepts the electron there only for $\phi$ near 1 eV; otherwise interface or defect states are needed. Injection from an electrode through the film's own barrier is a separate channel, less suppressed than interband tunnelling: at 2 MV/cm its exponent is about 15, 43 and 64 for $\phi=1$, 2 and 3 eV. None of this addresses leakage through defects. The barriers should not be transferred to a film: they come from a chosen model energy, and real films can reverse by nucleation and wall motion, which uniform motion does not describe.

\section*{Computed values}
\begin{verbatim}
cell edge a: 0.52 nm
cell edge b: 0.50 nm
polar cell edge c: 0.50 nm
cell volume: 0.130 nm^3
oxygen offset delta: 0.050 nm
oxygen travel N: -0.100 nm
oxygen travel T: 0.150 nm
metal-oxygen level offset: 5.50 eV
hopping at reference distance: 1.20 eV
hopping reference distance: 0.22 nm
hopping decay length: 0.05 nm
lateral metal-oxygen distance: 0.18 nm
smallest gap on N: 5.500 eV
smallest gap on T: 6.071 eV
Born charge at A: -2.070 e
Born charge at midpoint: -2.306 e
Born charge at metal plane: -1.735 e
dipole change per oxygen N: 0.22188 e nm
dipole change per oxygen T: -0.27812 e nm
open-chain dipole change N: 0.22188 e nm
open-chain dipole change T: -0.27812 e nm
polarization change N: 109.38 uC/cm2
polarization change T: -137.10 uC/cm2
elementary polarization quantum: 61.62 uC/cm2
T minus N in elementary quanta: -4.00000
extra-period path polarization change: 355.87 uC/cm2
alternative lateral distance: 0.15 nm
N change at alternative distance: 122.27 uC/cm2
integer at alternative distance: -4.00000
N change with level inversion: -137.10 uC/cm2
smallest gap with level inversion: 1.321 eV
T minus inverted N in quanta: 0.00000
applied field: 2.0 MV/cm
field force on oxygen at A: -0.414 eV/nm
field enthalpy change per cell N: -0.1775 eV
field enthalpy change per cell T: 0.2225 eV
double-well energy scale: 0.20 eV/oxygen
barrier N, zero field: 0.0955 eV/oxygen
barrier N, positive field: 0.0743 eV/oxygen
barrier N, negative field: 0.1187 eV/oxygen
barrier T, zero field: 0.3427 eV/oxygen
barrier T, positive field: 0.3711 eV/oxygen
barrier T, negative field: 0.3154 eV/oxygen
film and interfacial layer: 10.0, 0.5 nm
film and layer permittivity: 30, 30
depolarizing field N: 0.98 MV/cm
depolarizing field T: 1.23 MV/cm
linear dielectric polarization: 5.14 uC/cm2
temperature of use: 358 K
thermal energy: 0.0309 eV
thermal oxygen displacement: 0.0116 nm
tunnelling mass: 0.2 electron masses
interband tunnelling exponent: 116.1
rough breakdown field: 5.0 MV/cm
applied/breakdown field: 0.40
\end{verbatim}
